# Expanding Hermitian matrices on an angular-momentum multiplet in Stevens operators, part 2

The problem is to expand a Hermitian matrix on a multiplet of angular momentum $J$ in Stevens operators $O_k^q$, $-k\le q\le k$, with one trace per coefficient. We set $\hbar=1$, $d=2J+1$, $J_\pm=J_x\pm iJ_y$, $\|A\|^2=\mathrm{Tr}\,A^\dagger A$. The standard basis is $|m\rangle$, $m=J,\dots,-J$ in this order, with positive matrix elements of $J_\pm$.

Let $w=x+iy$, $\rho^2=x^2+y^2$, $u=\cos\theta$ with $\theta$ the polar angle, and $b=k-q-2c$. The harmonic polynomials $w^qg_{kq}$, $g_{kq}=\sum_ch_cz^b\rho^{2c}$, have coprime integers $h_c$, $h_0>0$, and

$$4(c+1)(q+c+1)\,h_{c+1}=-b(b-1)\,h_c .\tag{1}$$

Sym averages each monomial over the orderings of its factors, with $x,y,z$ replaced by $J_x,J_y,J_z$:

$$f_k^{q}+if_k^{-q}=w^qg_{kq}\ \ (q>0),\qquad f_k^0=g_{k0},\qquad O_k^{\pm q}=\mathrm{Sym}\,f_k^{\pm q}.\tag{2}$$

For real $t$,

$$(w-2tz-t^2\bar w)^k=\sum_{q=-k}^{k}P_{kq}\,t^{k-q}.\tag{3}$$

For $q\ge0$, $P_{kq}=c_{kq}w^qg_{kq}$, with

$$c_{kq}=(-1)^{k-q}\gcd_{c}\ \frac{k!\,2^{\,b}}{(q+c)!\,b!\,c!},\qquad b=k-q-2c\ge0 .\tag{5}$$

The maps $\mathcal L_iM=[J_i,M]$ obey the commutators of the $J_i$; $\mathcal L_{x,y,z}$ are Hermitian, $\mathcal L_+^\dagger=\mathcal L_-$, and $\mathcal C=\mathcal L_x^2+\mathcal L_y^2+\mathcal L_z^2$ commutes with $\mathcal L_-$. With $A_{kq}=\mathrm{Sym}\,P_{kq}$ and $F(t)=J_+-2tJ_z-t^2J_-$,

$$F(t)^k=e^{tJ_-}J_+^ke^{-tJ_-},\qquad A_{kq}=\frac{D_{k-q}}{(k-q)!},\qquad D_n=\mathcal L_-^nJ_+^k .\tag{7}$$

$$O_k^q=\frac{A_{kq}+A_{kq}^\dagger}{2c_{kq}},\qquad O_k^{-q}=\frac{A_{kq}-A_{kq}^\dagger}{2ic_{kq}}\quad(q>0),\qquad O_k^0=\frac{A_{k0}}{c_{k0}} .\tag{8}$$

$$\mathcal CA_{kq}=k(k+1)A_{kq},\qquad \mathcal L_zA_{kq}=qA_{kq}.\tag{9}$$

$$\|J_+^k\|^2=(k!)^2\binom{2J+k+1}{2k+1}.\tag{11}$$

Already proved:

(a) $\mathrm{Tr}\,O_k^qO_{k'}^{q'}=N_{kq}\,\delta_{kk'}\delta_{qq'}$.

(b) $O_k^q=0$ for $k>2J$, and $O_k^q\neq0$ for $k\le 2J$.

(c) With the integers $c_{kq}$ of equation (5),
$$N_{kq}=\frac{\binom{2k}{k-|q|}\,(k!)^2\binom{2J+k+1}{2k+1}}{c_{k|q|}^2\,(2-\delta_{q0})},\qquad N_{20}=\tfrac15J(J+1)(2J-1)(2J+1)(2J+3).$$

Still to be proved:

(d) Every Hermitian $d\times d$ matrix is uniquely $H=\sum_{k\le2J}\sum_qB_k^qO_k^q$ with real $B_k^q=\mathrm{Tr}(HO_k^q)/N_{kq}$.

## 5. Expansion of a Hermitian matrix

The Hermitian $d\times d$ matrices form a real vector space of dimension $d+2\cdot d(d-1)/2=d^2$. The operators with $k\le2J$ are Hermitian, nonzero and mutually orthogonal, hence linearly independent, and their number is $\sum_{k=0}^{2J}(2k+1)=(2J+1)^2$. They are a basis, so $H=\sum B_k^qO_k^q$ exists and is unique with real coefficients. Multiplying by $O_k^q$ and taking the trace gives (d), and squaring gives

$$B_k^q=\frac{\mathrm{Tr}(HO_k^q)}{N_{kq}},\qquad \mathrm{Tr}H^2=\sum_kW_k,\qquad W_k=\sum_q(B_k^q)^2N_{kq}.\tag{12}$$

Dropping a set of terms leaves the other coefficients unchanged, and the squared Frobenius error is the sum of the dropped $(B_k^q)^2N_{kq}$. A rotation $M\to e^{-i\boldsymbol\alpha\cdot\mathbf J}Me^{i\boldsymbol\alpha\cdot\mathbf J}$ is the unitary map $e^{-i\boldsymbol\alpha\cdot\mathcal L}$. It commutes with $\mathcal C$, which commutes with $\mathcal L_-$, with its adjoint $\mathcal L_+$ and with their commutator $2\mathcal L_z$, so $W_k$ does not depend on the choice of axes while the individual $B_k^q$ with $k>0$ in general do. A non-Hermitian matrix is $H_1+iH_2$ with Hermitian parts and has the same expansion with complex coefficients.

Time reversal removes the odd ranks of a time-even matrix. In the standard basis $J_x,J_z$ are real and $J_y$ is imaginary, so complex conjugation reverses $J_y$, and the rotation $U=e^{-i\pi J_y}$ reverses $J_x$ and $J_z$. The antiunitary $\Theta=UK$, with $K$ conjugation, acts as $\Theta M\Theta^{-1}=UM^*U^\dagger$ and sends $\mathbf J\to-\mathbf J$. Each $O_k^q$ is a real combination of words of $k$ letters, so $\Theta O_k^q\Theta^{-1}=(-1)^kO_k^q$. If $\Theta H\Theta^{-1}=H$, uniqueness gives $B_k^q=(-1)^kB_k^q$, and odd ranks vanish. $U$ is real, so $\Theta^2=U^2=e^{-2\pi iJ_y}=(-1)^{2J}$. The argument applies to a physical time-even $H$ if physical time reversal is represented by this $UK$ up to a phase, which cancels in $\Theta H\Theta^{-1}$. This holds for a true angular-momentum multiplet in the standard basis. For a fictitious spin it has to be arranged by the choice of basis, and it cannot be arranged when physical time reversal does not square to $(-1)^{2J}$. A non-Kramers doublet treated as spin $1/2$ is such a case: time reversal squares to $+1$, and a time-even splitting of the doublet is a rank-1 term.

The theorem concerns one multiplet. A matrix that spans several $J$ has off-diagonal blocks that no polynomial in $\mathbf J$ reaches. Within one multiplet the coefficients refer to the basis phases: states delivered by a diagonaliser with arbitrary phases give different $B_k^q$ and, in general, different $W_k$.

**Projected tensors.** Let $\Pi$ project a many-electron space on a multiplet of total $\mathbf J$, so that $[\Pi,\mathbf J]=0$, and let $M_{kq}=\Pi\sum_iP_{kq}(\hat{\mathbf r}_i)\Pi$. From $[l_a,x_b]=i\epsilon_{abc}x_c$ one finds $[l_+,w]=0$, $[l_z,w]=w$, $[l_-,w]=-2z$, $[l_-,z]=\bar w$, $[l_-,\bar w]=0$, the same table as for $J_+,J_z,J_-$, while $\mathbf l$ commutes with $r$ and the spin commutes with these functions. So $M_{kk}$ obeys $\mathcal L_+M_{kk}=0$ and $\mathcal L_zM_{kk}=kM_{kk}$, and $M_{kq}=\mathcal L_-^{k-q}M_{kk}/(k-q)!$. The $A_{k'q'}$ are a complex basis labelled uniquely by the eigenvalues (9), so $M_{kk}=\theta_kA_{kk}$, and lowering gives $M_{kq}=\theta_kA_{kq}$ with the same $\theta_k$. It is real because $M_{k0}$ and $A_{k0}$ are Hermitian. Taking Hermitian and anti-Hermitian parts,

$$\Pi\sum_if_k^q(\hat{\mathbf r}_i)\,\Pi=\theta_k\,O_k^q .\tag{13}$$

One matrix element fixes $\theta_k$. Since $\langle J|J_-=0$, (7) gives $\langle J|F^k|J\rangle=\langle J|J_+^ke^{-tJ_-}|J\rangle=(-t)^k\langle J|J_+^kJ_-^k|J\rangle/k!$. The lowering steps contribute $\prod_{j=1}^kj(2J-j+1)=k!\,(2J)!/(2J-k)!$, so

$$\langle J|O_k^0|J\rangle=\frac{(-1)^k(2J)!}{(2J-k)!\,c_{k0}} .\tag{14}$$

## 6. Implementation

1. Build $J_+$ in the standard basis. If the states come from another calculation, find the state of highest $J_z$ and generate the others by applying $J_-$ and normalising with a positive factor, then transform $H$ to that basis. This presumes that the states span a pure $J$ multiplet. If they contain $J$-mixing, the projected $\mathbf J$ does not obey the commutators, the states so generated are not exactly orthonormal, and the space must first be mapped onto a pure multiplet by a separate, stated prescription.
2. For $k=0,\dots,2J$ set $A_{kk}=J_+^k$ and recur with $A_{k,q-1}=[J_-,A_{kq}]/(k-q+1)$ down to $q=0$, which is (7). By (9), $A_{kq}$ has entries only where $m-m'=q$. In double precision the recursion keeps the normalised operators orthonormal to about $10^{-13}$ at $2J=16$, but only to about $10^{-6}$ at $2J=50$, and it fails by $2J=80$; very large $J$ needs higher precision.
3. Compute $c_{kq}$ from (5) in integer arithmetic and form $O_k^{\pm q}$ from (8).
4. Evaluate (12) with $N_{kq}$ from (c).
5. Judge the size of a term by $|B_k^q|\sqrt{N_{kq}}$, its Frobenius norm. For $J=7/2$ the $N_{k0}$ run from 8 to $1.36\times10^9$, so a threshold on $B_k^q$ alone would discard high ranks that matter.

## 7. Example: a $3\times3$ matrix

For $J=1$ take the dimensionless matrix, in the order $m=1,0,-1$,
$$H=\begin{pmatrix}2&1-i&3i\\1+i&0&1\\-3i&1&-1\end{pmatrix}.$$
The upper elements of the nine operators are: $(J_x)_{12}=(J_x)_{23}=1/\sqrt2$; $(J_y)_{12}=(J_y)_{23}=-i/\sqrt2$; for $O_2^{\pm1}=\tfrac12\{J_z,J_{x,y}\}$ the same elements times $(m+m')/2=+\tfrac12,-\tfrac12$; $(O_2^2)_{13}=1$ and $(O_2^{-2})_{13}=-i$, from $(J_+^2)_{13}=2$; and $O_2^0=\mathrm{diag}(1,-2,1)$. A pair of elements contributes $H_{ab}O_{ab}^*+\text{c.c.}$ to the trace. The norms follow from (11), $\|J_+\|^2=\binom43$ and $\|J_+^2\|^2=4\binom55$, both equal to 4; for instance $N_{21}=\binom41\cdot4/(16\cdot2)=0.5$.

| $(k,q)$ | $\mathrm{Tr}(HO)$ | $N$ | $B$ |
|---|---|---|---|
| (0,0) | $2+0-1=1$ | 3 | 0.33333 |
| (1,−1) | $-\sqrt2(-1+0)=1.41421$ | 2 | 0.70711 |
| (1,0) | $2+1=3$ | 2 | 1.5 |
| (1,1) | $\sqrt2(1+1)=2.82843$ | 2 | 1.41421 |
| (2,−2) | $-2\cdot3=-6$ | 2 | −3 |
| (2,−1) | $-(-1-0)/\sqrt2=0.70711$ | 0.5 | 1.41421 |
| (2,0) | $2-0-1=1$ | 6 | 0.16667 |
| (2,1) | $(1-1)/\sqrt2=0$ | 0.5 | 0 |
| (2,2) | $2\cdot0=0$ | 2 | 0 |

Directly, $\mathrm{Tr}H^2=4+0+1+2(2+9+1)=29$, and $\sum B^2N=\tfrac13+1+\tfrac92+4+18+1+\tfrac16=29$. The imaginary parts of $H$ are carried entirely by the sine operators, which hold $1+18+1$ of the 29.

## 8. Example: the $J=7/2$ multiplet of Yb³⁺

Energies are in meV, the hartree being far larger than these splittings. From Yb³⁺ the example takes only the configuration $4f^{13}$, one hole in a shell with $l=3$, $s=1/2$. The field parameters are round model values.

The 14 states are $|\bar j\rangle=a_j|\text{full}\rangle$. For a one-body operator $\hat x=\sum x_{pq}a_p^\dagger a_q$, the anticommutation rules give $[a_p^\dagger a_q,a_j]=-\delta_{pj}a_q$, and $\hat x|\text{full}\rangle=\mathrm{Tr}\,x\,|\text{full}\rangle$. Hence $\hat x|\bar j\rangle=\mathrm{Tr}\,x\,|\bar j\rangle-\sum_qx_{jq}|\bar q\rangle$, and the many-electron matrix is $\mathrm{Tr}\,x-x^T$. The Coulomb repulsion is a constant on the single term $^2F$. The one-electron eigenvalues of $\mathbf l\cdot\mathbf s=\tfrac12[j(j+1)-12-\tfrac34]$ are $\tfrac32$ for $j=\tfrac72$ and $-2$ for $j=\tfrac52$, with zero trace, so the levels of $4f^{13}$ lie at $-1.50\,\zeta$ ($J=7/2$) and $+2.00\,\zeta$ ($J=5/2$). With $\zeta>0$ the $J=7/2$ level is lowest. We project on it and neglect mixing with $J=5/2$, which is first order in the ratio of the fields to $\zeta$. The perturbation is
$$V=\sum_{kq}a_k^q\sum_if_k^q(\hat{\mathbf r}_i)+\mu_B\,\mathbf B\cdot(\mathbf L+2\mathbf S),$$
with the spin $g$-factor taken as 2, radial integrals absorbed in $a_k^q$, $a_2^0=20$, $a_2^2=10$, $a_4^0=5$, $a_4^{-3}=30$, $a_6^0=2$, $a_6^6=10$ meV, and $\mathbf B=(6,0,8)$ T.

The state $|J,J\rangle$ has the electron with $m_l=-3$ and spin down removed. The trace of $f_k^0$ over the shell vanishes for $k>0$, because $\sum_m|Y_{3m}|^2$ is constant and $f_k^0\propto Y_{k0}$ averages to zero on the sphere. So $\theta_k=-\langle f_k^0\rangle/\langle J|O_k^0|J\rangle$, with the average taken over $|Y_{3,\pm3}|^2\propto(1-u^2)^3$. Integrating $\frac{d}{du}[u^{2n+1}(1-u^2)^4]$ over $[-1,1]$ gives zero, which yields $(2n+1)\langle u^{2n}\rangle=(2n+9)\langle u^{2n+2}\rangle$, so $\langle u^2\rangle=\tfrac19$, $\langle u^4\rangle=\tfrac1{33}$, $\langle u^6\rangle=\tfrac5{429}$. The recursion (1) gives $g_{40}=8z^4-24z^2\rho^2+3\rho^4$ and $g_{60}=16z^6-120z^4\rho^2+90z^2\rho^4-5\rho^6$, which on the unit sphere are $35u^4-30u^2+3$ and $231u^6-315u^4+105u^2-5$. With (14),

- $k=2$: $\langle f\rangle=\tfrac39-1=-\tfrac23$, $\ 7\cdot6/2=21$, $\ \theta_2=\tfrac2{63}=3.1746\times10^{-2}$;
- $k=4$: $\langle f\rangle=\tfrac{35}{33}-\tfrac{30}9+3=\tfrac8{11}$, $\ 7\cdot6\cdot5\cdot4/2=420$, $\ \theta_4=-\tfrac2{1155}=-1.7316\times10^{-3}$;
- $k=6$: $\langle f\rangle=\tfrac{1155-4095+5005-2145}{429}=-\tfrac{80}{429}$, $\ 7!/4=1260$, $\ \theta_6=\tfrac4{27027}=1.4800\times10^{-4}$.

The components of $\mathbf L+2\mathbf S$ have the same commutators with $\mathbf J$ as $x,y,z$, so the argument leading to (13) gives $\Pi(\mathbf L+2\mathbf S)\Pi=g_J\mathbf J$. In $|J,J\rangle$, $L_z+2S_z=3+1$, so $g_J=4/(7/2)=1.142857$.

The $8\times8$ matrix $H=\Pi V\Pi$ was formed without these factors. The elements $\langle Y_{3m}|f_k^q|Y_{3m'}\rangle$ (Condon–Shortley phases) came from 16-point Gauss–Legendre quadrature in $u$ times 32 equally spaced angles $\phi$, which is exact here because the integrands are polynomials of degree at most 12 on the sphere. The $14\times14$ matrix $\mathrm{Tr}\,x-x^T$ was then transformed to the basis of step 1 in Section 6. Its traces, the norms from (c) and the ratios are:

| $(k,q)$ | $\mathrm{Tr}(HO)$ / meV | $N$ | $B$ / meV |
|---|---|---|---|
| (1,0) | 22.2274 | 42 | 0.52922 |
| (1,1) | 16.6705 | 42 | 0.39692 |
| (2,0) | 960.00 | 1512 | 0.63492 |
| (2,2) | 160.00 | 504 | 0.31746 |
| (4,−3) | −411.43 | 7920 | $-5.1948\times10^{-2}$ |
| (4,0) | −19200.0 | 2217600 | $-8.6580\times10^{-3}$ |
| (6,0) | 124061.5 | 419126400 | $2.9600\times10^{-4}$ |
| (6,6) | 5370.63 | 3628800 | $1.4800\times10^{-3}$ |

For example $N_{4,-3}=\binom81\cdot126720/(8^2\cdot2)=7920$, and $-411.43/7920=-0.051948$, which is $\theta_4a_4^{-3}=-30\cdot2/1155$. With $\mu_B=0.057884$ meV/T, $g_J\mu_BB_z=1.142857\times0.057884\times8=0.5292$ meV is $B_1^0$. By (13) and uniqueness the other 56 coefficients are zero. In this first-order projection the Hamiltonian has ranks 1, 2, 4 and 6 only; an effective Hamiltonian with $J$-mixing in a field is restricted by neither (13) nor time reversal.

Numerical diagonalisation at zero field gives four doublets at $-16.84$, $-0.62$, $6.47$ and $10.98$ meV, an overall splitting of 27.8 meV, or 224 cm⁻¹. These digits belong to the projected model. Keeping the mixing with $J=5/2$ at $\zeta=360$ meV, the order of the Yb³⁺ value, moves the doublets to $-16.93$, $-0.64$, $6.47$ and $10.97$ meV (measured from $-1.5\,\zeta$), raises the in-field splitting of the lowest pair by 0.01 meV, and changes the rank weights below by up to about 0.001. The pairing is Kramers degeneracy: with $\Theta^2=-1$ and $\langle\Theta a|\Theta b\rangle=\langle b|a\rangle$, one has $\langle\psi|\Theta\psi\rangle=\langle\Theta^2\psi|\Theta\psi\rangle=-\langle\psi|\Theta\psi\rangle=0$, so $\Theta\psi$ is a second state of the same energy. In the field the lowest three levels are $-17.486$, $-16.268$ and $-1.461$ meV.

The thermal density matrix $\hat\rho=e^{-H/k_BT}/Z$, built from the eigenvectors at $T=10$ K ($k_BT=0.86173$ meV), is a Hermitian matrix without the restricted form of $H$. Its coefficients are $b_k^q=\langle O_k^q\rangle/N_{kq}$, and (12) gives the rank weights:

| $k$ | $W_k$, zero field | $W_k$, in field |
|---|---|---|
| 0 | 0.1250 | 0.1250 |
| 1 | 0 | 0.0226 |
| 2 | 0.1637 | 0.1589 |
| 3 | 0 | 0.0255 |
| 4 | 0.1293 | 0.1293 |
| 5 | 0 | 0.0391 |
| 6 | 0.0821 | 0.0853 |
| 7 | 0 | 0.0995 |
| sum | 0.5000 | 0.6850 |

$W_0=(1/8)^2\cdot8=1/8$ follows from $\mathrm{Tr}\hat\rho=1$. At zero field $\hat\rho$ is a function of a time-even $H$, so odd ranks vanish exactly. The gap of 16.2 meV is about $19\,k_BT$, so $\hat\rho$ is half the projector $\Pi_2$ on the ground doublet to the digits shown, and $\mathrm{Tr}\hat\rho^2=\tfrac12$.

In the field, neglect the admixture of higher doublets. The two lowest states are then $\psi$ and $\Theta\psi$, split by $\Delta=1.217$ meV (from the unrounded levels), and
$$\hat\rho\simeq\tfrac12\Pi_2+\tfrac12\tau\left(|\psi\rangle\langle\psi|-|\Theta\psi\rangle\langle\Theta\psi|\right),\qquad\tau=\tanh\frac{\Delta}{2k_BT}=\tanh0.706=0.608 .$$
Time reversal exchanges the two projectors, so the first term is time-even with weight $\tfrac12$ and the second time-odd with weight $\tau^2/2=0.185$. The total 0.685 depends only on the populations and agrees with the table. The tabulated odd weights add to 0.187 and the even ones to 0.498; the shift of 0.002 between them is what the neglected admixture changes. Odd ranks hold the fraction 0.272 of $\mathrm{Tr}\hat\rho^2$, so an expansion in even ranks alone misses $\hat\rho$ by $\sqrt{0.272}=0.52$ in Frobenius norm relative to $\|\hat\rho\|$. In this model the largest odd weight is at $k=7$, and stopping at $k=6$ gives a relative error $\sqrt{0.0995/0.685}=0.38$.

The rank-1 coefficients give the mean angular momentum, from which the magnetic moment is $-g_J\mu_B\langle\mathbf J\rangle$: $\langle J_x\rangle=42\,b_1^1=42\times(-0.022981)=-0.965$ and $\langle J_z\rangle=42\times(-0.003068)=-0.129$. These two give $(0.965^2+0.129^2)/42=0.0226$, which is $W_1$ to the digits shown, so $\langle J_y\rangle^2/42$ is below $10^{-4}$. The direct trace gives $\langle J_y\rangle=0.048$, nonzero although $B_y=0$, small compared with $|\langle J_x\rangle|$ but over a third of $|\langle J_z\rangle|$. The $x$ and $z$ components both oppose the field here. The sign of the Zeeman term favours a negative $\langle\mathbf J\rangle\cdot\mathbf B$, which does not by itself fix the sign of each component. The response along $z$ is much weaker than along $x$ although $B_z>B_x$.
